# Generalized Bloch Equation and the Onset of Non-Hermiticity Through Third Order: verification in Python

```python
"""
Result under test: for H = H0 + V and a model space P of d eigenstates of H0,
the wave operator Omega = P + chi (chi maps P into the outer space Q) obeys
    [Omega, H0] P = V Omega P - Omega P V Omega P,
and Heff = P H Omega P is generically non-Hermitian from second order in V
when model energies differ, and from third order when they are all equal.

Symbols: energies = eigenvalues of H0, model states first; d = size of P;
v = matrix of V; chi = Q-by-P block of Omega; M = chi^dagger chi;
S = 1 + M = metric of the model space. Example energies are in eV.
"""
import numpy as np
from scipy.linalg import schur, sqrtm


def dagger(a):
    return a.conj().T


def commutator(a, b):
    return a @ b - b @ a


def asymmetry(a):
    return a - dagger(a)


def exact_solution(h, d, chosen):
    """chi and Heff from selected eigenvectors of the full Hermitian matrix."""
    vectors = np.linalg.eigh(h)[1][:, chosen]
    chi = vectors[d:] @ np.linalg.inv(vectors[:d])
    return chi, h[:d, :d] + h[:d, d:] @ chi


def taylor_from_circle(energies, v, d, cut, highest=4):
    """Taylor coefficients of exact chi and Heff in the strength of V.

    Exact invariant subspaces are sampled on a circle of complex strengths;
    Cauchy's integral then isolates each power.
    """
    samples, radius = 64, 0.5
    strengths = radius * np.exp(2j * np.pi * np.arange(samples) / samples)
    chis, heffs = [], []
    for strength in strengths:
        h = np.diag(energies) + strength * v
        _, basis, count = schur(h, output="complex",
                                sort=lambda z: z.real < cut)
        assert count == d
        chi = basis[d:, :d] @ np.linalg.inv(basis[:d, :d])
        chis.append(chi)
        heffs.append(h[:d, :d] + h[:d, d:] @ chi)
    chis, heffs = np.array(chis), np.array(heffs)
    chi_orders, heff_orders = [], []
    for n in range(highest + 1):
        weight = strengths ** (-n) / samples
        chi_orders.append(np.tensordot(weight, chis, axes=1))
        heff_orders.append(np.tensordot(weight, heffs, axes=1))
    return chi_orders, heff_orders


def bloch_series(energies, v, d, highest):
    """Order-by-order solution of the generalized Bloch equation."""
    gap = energies[None, :d] - energies[d:, None]
    chi = [np.zeros_like(v[d:, :d]), v[d:, :d] / gap]
    heff = [np.diag(energies[:d]), v[:d, :d]]
    for n in range(2, highest + 1):
        heff.append(v[:d, d:] @ chi[n - 1])
        source = v[d:, d:] @ chi[n - 1]
        for m in range(1, n):
            source = source - chi[m] @ heff[n - m]
        chi.append(source / gap)
    return chi, heff


def explicit_sums(energies, v, d):
    """Second-order Heff and the two parts of third-order Heff."""
    size = len(energies)
    second = np.zeros((d, d), dtype=complex)
    direct = np.zeros((d, d), dtype=complex)
    folded = np.zeros((d, d), dtype=complex)
    for a in range(d):
        for b in range(d):
            for k in range(d, size):
                gap_k = energies[b] - energies[k]
                second[a, b] += v[a, k] * v[k, b] / gap_k
                for l in range(d, size):
                    gap_l = energies[b] - energies[l]
                    direct[a, b] += (v[a, k] * v[k, l] * v[l, b]
                                     / (gap_k * gap_l))
                for c in range(d):
                    gap_c = energies[c] - energies[k]
                    folded[a, b] -= (v[a, k] * v[k, c] * v[c, b]
                                     / (gap_k * gap_c))
    return second, direct, folded


def bloch_residual(energies, v, chi, d, keep_folded=True):
    size = len(energies)
    omega = np.zeros((size, size), dtype=complex)
    omega[:d, :d] = np.eye(d)
    omega[d:, :d] = chi
    residual = commutator(omega, np.diag(energies)) - v @ omega
    if keep_folded:
        residual = residual + omega @ v @ omega
    return residual[d:, :d] if not keep_folded else residual[:, :d]


def close(a, b, tolerance=1e-10):
    return np.max(np.abs(a - b)) < tolerance


# Generic complex Hermitian tests, with equal and unequal model energies.
rng = np.random.default_rng(17)
raw = rng.normal(size=(7, 7)) + 1j * rng.normal(size=(7, 7))
v_random = raw + dagger(raw)
v_random = v_random / np.linalg.norm(v_random, 2)
outer = [3.0, 4.0, 5.0, 6.0]
for model in ([0.0, 0.0, 0.0], [-0.3, 0.1, 0.3]):
    e = np.array(model + outer)
    chi_ref, heff_ref = taylor_from_circle(e, v_random, 3, 1.5)
    chi_pt, heff_pt = bloch_series(e, v_random, 3, 4)
    for n in range(5):
        assert close(chi_ref[n], chi_pt[n])
        assert close(heff_ref[n], heff_pt[n])
    second, direct, folded = explicit_sums(e, v_random, 3)
    assert close(heff_ref[2], second)
    assert close(heff_ref[3], direct + folded)
    m2 = dagger(chi_pt[1]) @ chi_pt[1]
    m3 = dagger(chi_pt[1]) @ chi_pt[2] + dagger(chi_pt[2]) @ chi_pt[1]
    h0_model, v_model = np.diag(e[:3]), v_random[:3, :3]
    assert close(asymmetry(heff_ref[2]), commutator(h0_model, m2))
    assert close(asymmetry(heff_ref[3]),
                 commutator(h0_model, m3) + commutator(v_model, m2))
    if np.ptp(e[:3]) == 0:
        assert close(asymmetry(heff_ref[2]), 0)
        assert np.linalg.norm(asymmetry(heff_ref[3])) > 1e-4
        # Removing the folded term from the exact coefficient restores symmetry.
        assert close(asymmetry(heff_ref[3] - folded), 0)
    else:
        assert np.linalg.norm(asymmetry(heff_ref[2])) > 1e-4

# Equal energies and V proportional to unity inside P: delay to fourth order.
v_special = v_random.copy()
v_special[:3, :3] = 0.3 * np.eye(3)
e = np.array([0.0, 0.0, 0.0] + outer)
chi_ref, heff_ref = taylor_from_circle(e, v_special, 3, 1.5)
m2 = dagger(chi_ref[1]) @ chi_ref[1]
assert close(asymmetry(heff_ref[3]), 0)
assert close(asymmetry(heff_ref[4]), commutator(heff_ref[2], m2))
assert np.linalg.norm(asymmetry(heff_ref[4])) > 1e-6

# Worked example: one total Hamiltonian, two partitions.
e_a = np.array([0.0, 0.0, 4.0, 5.0])
v_a = np.array([[0.2, -0.1, 0.8, 0.4],
                [-0.1, -0.2, 0.4, -0.4],
                [0.8, 0.4, 0.0, 0.4],
                [0.4, -0.4, 0.4, 0.0]])
shift = np.array([0.2, -0.2, 0.0, 0.0])
e_b, v_b = e_a + shift, v_a - np.diag(shift)
h_full = np.diag(e_a) + v_a
exact_energies = np.linalg.eigvalsh(h_full)
chi_exact, heff_exact = exact_solution(h_full, 2, [0, 1])
metric = np.eye(2) + dagger(chi_exact) @ chi_exact

for e, v in ((e_a, v_a), (e_b, v_b)):
    assert close(bloch_residual(e, v, chi_exact, 2), 0)
    chi_other, _ = exact_solution(h_full, 2, [0, 3])
    assert close(bloch_residual(e, v, chi_other, 2), 0)
    assert np.linalg.norm(bloch_residual(e, v, chi_exact, 2, False)) > 1e-3
    _, long_series = bloch_series(e, v, 2, 80)
    assert close(sum(long_series), heff_exact)
assert not close(chi_other, chi_exact, 1e-3)
assert close(dagger(heff_exact) @ metric, metric @ heff_exact)
root = sqrtm(metric)
hermitized = root @ heff_exact @ np.linalg.inv(root)
assert close(asymmetry(hermitized), 0)
assert close(np.linalg.eigvalsh(hermitized), exact_energies[:2])

# The remainder after third order must fall as the fourth power of V.
errors = []
_, series_a = bloch_series(e_a, v_a, 2, 3)
for strength in (0.1, 0.05):
    _, target = exact_solution(np.diag(e_a) + strength * v_a, 2, [0, 1])
    partial = sum(strength ** n * series_a[n] for n in range(4))
    errors.append(np.linalg.norm(target - partial))
assert abs(errors[0] / errors[1] - 16) < 1.5


def numbers(values):
    values = np.round(np.real(np.ravel(values)), 6) + 0.0
    return " ".join(f"{x:.6f}" for x in values)


print("2x2 matrices are listed as 11 12 21 22")
print("Outer states are numbered 3 and 4")
for i in range(4):
    print(f"V row {i + 1}, partition A (eV):", numbers(v_a[i]))
for name, e, v in (("A", e_a, v_a), ("B", e_b, v_b)):
    chi, heff = bloch_series(e, v, 2, 3)
    second, direct, folded = explicit_sums(e, v, 2)
    m2 = dagger(chi[1]) @ chi[1]
    print(f"{name} H0 energies (eV):", numbers(e))
    print(f"{name} chi1 31 32 41 42 (no unit):", numbers(chi[1]))
    print(f"{name} chi2 31 32 41 42 (no unit):", numbers(chi[2]))
    print(f"{name} M2 (no unit):", numbers(m2))
    print(f"{name} H1 (eV):", numbers(heff[1]))
    print(f"{name} H2 (eV):", numbers(second))
    print(f"{name} H3 direct (eV):", numbers(direct))
    print(f"{name} H3 folded (eV):", numbers(folded))
    print(f"{name} H3 total (eV):", numbers(direct + folded))
    for n in (2, 3):
        print(f"{name} H{n} 12 minus 21 (eV):",
              numbers(asymmetry(heff[n])[0, 1]))
    for n in (1, 2, 3):
        total = sum(heff[:n + 1])
        roots = np.linalg.eigvals(total)
        assert np.max(np.abs(np.imag(roots))) < 1e-12
        print(f"{name} energies through order {n} (eV):",
              numbers(np.sort(np.real(roots))))
    total = sum(heff)
    print(f"{name} Heff through order 3 (eV):", numbers(total))
    print(f"{name} summed 12 minus 21 (eV):",
          numbers(asymmetry(total)[0, 1]))
print("Exact Heff (eV):", numbers(heff_exact))
print("Exact 12 minus 21 (eV):", numbers(asymmetry(heff_exact)[0, 1]))
print("Exact lowest two energies (eV):", numbers(exact_energies[:2]))
print("Exact metric S (no unit):", numbers(metric))
print("Hermitized Heff (eV):", numbers(hermitized))
right_vectors = np.linalg.eig(heff_exact)[1]
overlap = abs(np.vdot(right_vectors[:, 0], right_vectors[:, 1]))
assert overlap > 1e-3
print("Overlap size of Heff eigenvectors (no unit):", numbers(overlap))
print("Remainder ratio on halving V (no unit):",
      f"{errors[0] / errors[1]:.3f}")
print("every check passed")
```

Running it gives:

```
2x2 matrices are listed as 11 12 21 22
Outer states are numbered 3 and 4
V row 1, partition A (eV): 0.200000 -0.100000 0.800000 0.400000
V row 2, partition A (eV): -0.100000 -0.200000 0.400000 -0.400000
V row 3, partition A (eV): 0.800000 0.400000 0.000000 0.400000
V row 4, partition A (eV): 0.400000 -0.400000 0.400000 0.000000
A H0 energies (eV): 0.000000 0.000000 4.000000 5.000000
A chi1 31 32 41 42 (no unit): -0.200000 -0.100000 -0.080000 0.080000
A chi2 31 32 41 42 (no unit): 0.000500 0.002000 0.011200 0.006400
A M2 (no unit): 0.046400 0.013600 0.013600 0.016400
A H1 (eV): 0.200000 -0.100000 -0.100000 -0.200000
A H2 (eV): -0.192000 -0.048000 -0.048000 -0.072000
A H3 direct (eV): 0.012800 -0.003200 -0.003200 -0.006400
A H3 folded (eV): -0.007920 0.007360 -0.001080 0.004640
A H3 total (eV): 0.004880 0.004160 -0.004280 -0.001760
A H2 12 minus 21 (eV): 0.000000
A H3 12 minus 21 (eV): 0.008440
A energies through order 1 (eV): -0.223607 0.223607
A energies through order 2 (eV): -0.335725 0.071725
A energies through order 3 (eV): -0.336461 0.075581
A Heff through order 3 (eV): 0.012880 -0.143840 -0.152280 -0.273760
A summed 12 minus 21 (eV): 0.008440
B H0 energies (eV): 0.200000 -0.200000 4.000000 5.000000
B chi1 31 32 41 42 (no unit): -0.210526 -0.095238 -0.083333 0.076923
B chi2 31 32 41 42 (no unit): 0.011278 -0.002313 0.015941 0.008929
B M2 (no unit): 0.051266 0.013640 0.013640 0.014987
B H1 (eV): 0.000000 -0.100000 -0.100000 0.000000
B H2 (eV): -0.201754 -0.045421 -0.050877 -0.068864
B H3 direct (eV): 0.014035 -0.002930 -0.003509 -0.005861
B H3 folded (eV): 0.001364 0.004651 0.001644 0.001364
B H3 total (eV): 0.015399 0.001721 -0.001865 -0.004497
B H2 12 minus 21 (eV): 0.005456
B H3 12 minus 21 (eV): 0.003586
B energies through order 1 (eV): -0.223607 0.223607
B energies through order 2 (eV): -0.334753 0.064134
B energies through order 3 (eV): -0.336116 0.076400
B Heff through order 3 (eV): 0.013645 -0.143701 -0.152742 -0.273361
B summed 12 minus 21 (eV): 0.009042
Exact Heff (eV): 0.020445 -0.142220 -0.149243 -0.272062
Exact 12 minus 21 (eV): 0.007023
Exact lowest two energies (eV): -0.332244 0.080626
Exact metric S (no unit): 1.040917 0.012421 0.012421 1.016281
Hermitized Heff (eV): 0.020423 -0.145711 -0.145711 -0.272041
Overlap size of Heff eigenvectors (no unit): 0.017007
Remainder ratio on halving V (no unit): 15.948
every check passed
```
